# Why Unidirectional Spin-Hall Magnetoresistance Gives a Quadratic Voltage

## The result

In a normal-metal/ferromagnet bilayer, current along $x$ drives spins polarized along $y$ across the interface. If the magnetization lies along $m\hat y$, $m=\pm1$, the spin accumulation moves carriers between ferromagnet channels of unequal mobility. The conductivity changes in proportion to the current, and the voltage acquires a quadratic term:

$$V=L\left[\frac{i}{G_0}-\frac{m g\,i^2}{G_0^3}+\dots\right],\qquad G_0=\sigma_Nd_N+\sigma_Fd_F ,$$

$$g=-\frac{\theta\sigma_N(1-\operatorname{sech}a)\,\kappa\lambda_F\tanh b}{G_N+G_F+rG_NG_F}.$$

Here $i=I/w$ is the current per strip width and $L$ the length. The *resistance change* reverses with current. The quadratic *voltage* does not; it reverses with $m$. Within this locally neutral model accumulation alone is not sufficient: the effect needs $\kappa\neq0$, an unequal response of the two channels.

For a 50 µm × 10 µm strip with rough Pt/Co-like parameters, 10 mA gives 0.46 µV on top of 1.43 V. A thermoelectric voltage of the same symmetry is estimated to be larger.

## Conventions and assumptions

The normal metal N fills $-d_N<z<0$ and the ferromagnet F fills $0<z<d_F$. Transport is diffusive, each layer is locally neutral, and the bands are rigid. The spin Hall effect inside F, the inverse spin Hall feedback and heating are left out here and sized below.

Labels $\pm$ give the moment direction along $y$. Labels $\uparrow,\downarrow$ give it relative to the magnetization, so $\uparrow$ is $+$ for $m=+1$ and $-$ for $m=-1$. The potential $\mu_s$ is the electron electrochemical potential energy divided by $e$, in volts. Because electrons carry charge $-e$, the charge current of a channel is $j_s=\sigma_s\partial_z\mu_s$, with a plus sign.

## How much spin accumulates

No net charge flows along $z$, so in F $\sigma_+\mu_+'=-\sigma_-\mu_-'$. With $\mu=\mu_+-\mu_-$ this gives $\mu_+'=(\sigma_-/\sigma_F)\mu'$, and the spin current $j=j_+-j_-=2j_+$ is

$$j=\frac{2\sigma_+\sigma_-}{\sigma_F}\mu'=\frac{\sigma_F(1-P^2)}{2}\mu',\qquad P=\frac{\sigma_\uparrow-\sigma_\downarrow}{\sigma_F}.$$

In N each channel has conductivity $\sigma_N/2$, and the spin Hall effect adds a source that defines $\theta$:

$$j=\theta\sigma_NE+\frac{\sigma_N}{2}\mu'.$$

Spin flips remove the accumulation at a rate proportional to $\mu$, hence $\mu''=\mu/\lambda^2$ in each layer. Let $a=d_N/\lambda_N$ and $b=d_F/\lambda_F$.

**Normal metal.** Write $\mu=A\cosh u+B\sinh u$, with $u=(z+d_N)/\lambda_N$. No spin current leaves the outer surface, so $B=-2\theta E\lambda_N$. At the interface $\mu_N=A\cosh a+B\sinh a$. Eliminating $A$,

$$A\sinh a+B\cosh a=\mu_N\tanh a+B\,\frac{\cosh^2a-\sinh^2a}{\cosh a}=\mu_N\tanh a+\frac{B}{\cosh a}.$$

The interface spin current is therefore

$$j_0=\theta\sigma_NE(1-\operatorname{sech}a)+G_N\mu_N,\qquad G_N=\frac{\sigma_N\tanh a}{2\lambda_N}.$$

**Ferromagnet.** The solution with no spin current at $z=d_F$ is $\mu=\mu_F\cosh[(d_F-z)/\lambda_F]/\cosh b$. Its slope at $z=0$ is $-\mu_F\tanh b/\lambda_F$, so

$$j_0=-G_F\mu_F,\qquad G_F=\frac{\sigma_F(1-P^2)\tanh b}{2\lambda_F}.$$

**Interface.** Each channel obeys $\mu_s(0^+)-\mu_s(0^-)=r_sj_s$, with $j_\pm=\pm j_0/2$. Subtraction gives $\mu_F-\mu_N=rj_0$, where $r=(r_++r_-)/2$. Thus $\mu_N=\mu_F(1+rG_F)$, and equating the two forms of $j_0$ yields

$$\mu_F=-\frac{\theta\sigma_NE(1-\operatorname{sech}a)}{G_N+G_F+rG_NG_F},\qquad \langle\mu\rangle=\mu_F\frac{\tanh b}{b}.$$

The second expression is the average over F. The minus sign has a simple origin: for $\theta E>0$ a positive *charge* current of $+$ spins enters F, which means that electrons with $+$ moment leave it.

## Why the conductivity changes

Let $\delta\varepsilon_s$ be the shift of each channel's Fermi level relative to its band, and $N_s$ its density of states. Neutrality and the definition of $\mu$ require

$$N_\uparrow\delta\varepsilon_\uparrow+N_\downarrow\delta\varepsilon_\downarrow=0,\qquad \delta\varepsilon_\uparrow-\delta\varepsilon_\downarrow=m\mu,$$

with energies divided by $e$. The factor $m$ translates the fixed labels into labels relative to the magnetization. Solving,

$$\delta\varepsilon_\uparrow=\frac{N_\downarrow m\mu}{N_\uparrow+N_\downarrow},\qquad \delta\varepsilon_\downarrow=-\frac{N_\uparrow m\mu}{N_\uparrow+N_\downarrow}.$$

To first order, with $\sigma_s'=d\sigma_s/d\varepsilon_s$,

$$\delta\sigma=\sigma_\uparrow'\delta\varepsilon_\uparrow+\sigma_\downarrow'\delta\varepsilon_\downarrow=m\kappa\mu,\qquad \kappa=\frac{N_\downarrow\sigma_\uparrow'-N_\uparrow\sigma_\downarrow'}{N_\uparrow+N_\downarrow}.$$

In N the two channels are identical, so this linear term cancels.

For parabolic channels with constant relaxation time, $\sigma_s\propto\varepsilon_s^{3/2}$ and $\sigma_s'=3\sigma_s/(2\varepsilon_s)$. The carrier density $n_s$ obeys $N_s=3n_s/(2\varepsilon_s)$, so $\sigma_s'=N_s\sigma_s/n_s$ and

$$\kappa=\frac{N_\uparrow N_\downarrow}{N_\uparrow+N_\downarrow}\left(\frac{\sigma_\uparrow}{n_\uparrow}-\frac{\sigma_\downarrow}{n_\downarrow}\right).$$

The bracket is $e$ times the difference of the channel mobilities. Moving carriers between equally mobile channels leaves the total conductivity unchanged. This was tested numerically at $10^7$ V/m by taking the example below and changing $P$ from 0.40 to −0.478, which equalizes the mobilities. The mean accumulation stayed at 1.003 times its former value, while the unidirectional coefficient fell below $10^{-6}$ of its former value. This zero follows from the assumed local neutrality; the small remainder beyond it is sized below.

## From conductivity to voltage

The field $E$ is the same at every depth, so the sheet currents add:

$$i=G_0E+m\kappa E\int_0^{d_F}\mu\,dz=G_0E+mgE^2 .$$

Since $\int\mu\,dz=d_F\langle\mu\rangle=\mu_F\lambda_F\tanh b$, this gives the stated $g$. At fixed current, insert $E=i/G_0+ci^2$. The terms in $i^2$ require $G_0c+mg/G_0^2=0$, so $c=-mg/G_0^3$. Multiplying by $L$ gives the voltage. Dividing it by $I=wi$ gives

$$R=R_0\left(1-\frac{mg\,i}{G_0^2}\right),\qquad R_0=\frac{L}{wG_0}.$$

The correction changes sign when either $i$ or $m$ is reversed, and keeps its sign when both are. For $\theta>0$, $\kappa>0$, $i>0$ and $m=+1$, F loses carriers from its more mobile channel and the resistance rises.

If the current varies slowly enough for the spins to follow, $I=I_0\sin\omega t$ turns a quadratic voltage $R_2I^2$ into $R_2I_0^2(1-\cos2\omega t)/2$. The dc part and the second harmonic have equal magnitude.

## What thickness does

Take a transparent interface, $r=0$. For thick N ($a\gg1$) and F thin enough that $b\ll1$ and $G_F\ll G_N$, the accumulation becomes $\mu_F\approx-2\theta\lambda_NE$. Then

$$\frac{\Delta R}{R_0}\approx 2m\theta\lambda_NE\,\frac{\kappa d_F}{G_0},$$

which grows with $d_F$ while N carries most of the current. In the opposite limit, $b\gg1$, the integral of $\mu$ saturates but $G_0$ keeps growing. At fixed current the quadratic voltage then falls, approaching $d_F^{-3}$ once F carries most of the current. An intermediate $d_F$ is therefore best, provided that the conductivities and $\lambda_F$ do not themselves change with thickness.

For very thin N, $1-\operatorname{sech}a\approx a^2/2$, so the source vanishes as $d_N^2$. But $G_N\propto d_N$ as well, so $g$ follows $d_N^2$ only when $G_N\ll G_F$. For the example below that means $d_N\ll0.07$ nm, and for any real thin N the signal is close to linear in $d_N$. For very thick N the source saturates and shunting wins, again as $d_N^{-3}$ at fixed current.

## How large: a Pt/Co-like strip

Both layers are 5 nm thick and the interface is transparent. The inputs are $\sigma_N=4$ MS/m, $\sigma_F=3$ MS/m, $\lambda_N=1.5$ nm, $\lambda_F=10$ nm, $\theta=0.08$ and $P=0.4$. Both channels of F have a Fermi energy of 5 eV, with masses of 1 and 2 electron masses for $\uparrow$ and $\downarrow$.

1. The current of 10 mA over 10 µm is $i=1000$ A/m, a mean density of 10 MA/cm². With $G_0=35$ mS, $E=28.57$ kV/m.
2. With $G_N=1.330\times10^{15}$ and $G_F=0.058\times10^{15}$ S/m²,
$$\mu_F=-\frac{0.08\times4\times10^6\times28570\times0.9287}{1.388\times10^{15}}\ \text{V}=-6.12\ \text{µV}.$$
The mean over F is −5.65 µV.
3. The densities of states are 7.62 and 21.54 /eV/nm³, giving $\kappa/\sigma_F=0.132$ per volt. For $m=+1$ the conductivity of F changes by $0.132\times(-5.65\times10^{-6})=-7.4\times10^{-7}$ of itself.
4. F carries 15/35 of the current, so $\Delta R/R_0=+3.2\times10^{-7}$.
5. The quadratic voltage is $1.43\ \text{V}\times3.2\times10^{-7}=0.46$ µV. Reversing the current changes the 143 Ω resistance by 0.091 mΩ.

An alternating current with the same peak gives a dc voltage of 0.23 µV and a second harmonic of the same amplitude.

The formulas were tested against a numerical diffusion solution with full nonlinear neutrality and locally varying conductivities, at $10^7$ V/m to resolve the small term. For these parameters, and for a second set with $\varepsilon_\downarrow=3$ eV, $\lambda_F=4$ nm and $r=1$ fΩ m², the accumulation, $g$ and quadratic voltage agreed to within $10^{-5}$ of the formula values. That tests the solution of the model, not the model's assumptions.

## What the model leaves out

**Heat.** Suppose F is on top and its heat flows down to the substrate. The mean gradient in F is $\sigma_FE^2d_F/(2k)$, where $k$ is the thermal conductivity. With a rough $k=30$ W/m/K this is 0.20 K/µm. A rough anomalous Nernst coefficient of 0.3 µV/K, reduced by the shunting factor 15/35, then gives 1.3 µV, nearly three times the computed signal. It also scales as $mI^2$, so neither the current dependence nor magnetization reversal separates the two.

Ordinary heating, about 2 K across 100 nm of oxide, is different. It changes $R$ as $I^2$ and the voltage as $I^3$, which drops out of the part even in current.

**Spin Hall effect in F.** An angle of 0.01, of the same sign as $\theta$, raises the magnitude of $g$ by 26%. For thin F with its interface side held near zero by N, the extra mean accumulation is about $-\theta_FEd_F/(1-P^2)=-1.7$ µV, which would give 30%. At $b=0.5$ the extra mean is $-1.5$ µV, giving the 26%.

**Smaller corrections.** An interface resistance $r=1$ fΩ m² lowers the magnitude of $g$ by 5%, and inverse spin Hall feedback lowers the quadratic voltage by 0.6%. Screening over 0.04 nm supports local neutrality. In a Thomas–Fermi estimate with a free-electron N, the remaining interface dipole changes $g$ by a few tenths of a percent and leaves a term below about 1% of it even when $\kappa=0$.

**Spin memory loss.** The interface above conserves spin. Real Co/Pt interfaces flip it strongly. Treating the interface as a thin layer with $r=1$ to 1.7 fΩ m² and a rough spin-flip parameter $\delta=0.9$ lowers the magnitude of $g$ by about one half.

**Scattering.** The mean free path of the $\uparrow$ channel is 3.9 nm in a 5 nm film, so a local conductivity is only marginally justified. In N a free-electron estimate gives a mean free path of 2 to 4 nm, longer than $\lambda_N=1.5$ nm, so the spin diffusion equation is used there outside its strict range. If the relaxation rate follows the density of states, $\sigma_s\propto\varepsilon_s$ and the voltage falls to 0.30 µV.

**Comparison with real Pt/Co.** The inputs are rough typical values. Measured resistance differences on current reversal are, very roughly, of order $10^{-5}$ of $R_0$ at this current density. The model gives $2\times3.2\times10^{-7}=6\times10^{-7}$, more than ten times less. Real devices break the assumption of electron-only diffusive transport, because magnons also change the scattering; that contribution is not sized here. Nor is cobalt a pair of parabolic bands. In this model the $\downarrow$ channel even holds more carriers, so its densities describe transport and not the magnetization. A realistic $d$-band energy dependence could change both the size and the sign of $\kappa$. The 0.46 µV is thus an estimate of one mechanism, not a prediction of the whole signal.

## What to do about it

Isolate the part even in current and odd in magnetization:

$$V_2=\tfrac14\left[V(I,m)+V(-I,m)-V(I,-m)-V(-I,-m)\right].$$

Then measure the Nernst part separately. With the magnetization along $x$, the same vertical gradient gives a transverse voltage, while the accumulation is perpendicular to the magnetization and this collinear mechanism is absent. Multiply that voltage by $L/w$ before subtracting its longitudinal counterpart, with signs fixed by the contact geometry. This requires a uniform strip, the same heating, and removal of the voltages from current-induced tilting of the magnetization, which have the same $mI^2$ symmetry. In the example the damping-like field (for full spin absorption and a magnetization $M_s=1.4$ MA/m) and the Oersted field are each about 0.4 mT. With a rough anomalous Hall angle of 0.01 and a planar Hall ratio of 0.5%, the scaled transverse voltages are 0.9 and 2.6 µV at an applied field $B=1$ T and still 0.2 and 0.3 µV at 10 T. A strong field alone therefore does not suffice. These terms fall as $1/(B+\mu_0M_s)$ and $1/B$ and must be separated from the Nernst term by their field dependence.

Stack order gives a second diagnostic. Placing F below N reverses the spin Hall term at fixed $m$, while heat still flows to the substrate and the Nernst term keeps its sign. Its magnitude changes, however, because heat from N now crosses F: in the example it grows 3.7-fold, to 4.8 µV.

Finally, vary the field at fixed magnetization direction. The electronic term derived here has no field dependence, whereas a strong field widens the magnon gap. A signal that shrinks with field, after a thermal subtraction free of the torque terms, therefore points to a contribution outside this model. The numerical output below lists the values used.

## Numbers as computed

```
INPUTS (rough, Pt/Co-like)
thickness N, F: 5.0, 5.0 nm
conductivity N, F: 4.0, 3.0 MS/m
spin diffusion length N, F: 1.5, 10.0 nm
spin Hall angle N: 0.08
conductivity polarization F: 0.40
Fermi energy up, down: 5.0, 5.0 eV
mass up, down: 1.0, 2.0 electron masses
strip length, width: 50, 10 um
current: 10.0 mA
INTERMEDIATE VALUES
mean current density: 10.00 MA/cm2
density of states up, down: 7.62, 21.54 /eV/nm3
density-of-states polarization: -0.478
sheet conductance G0: 35.00 mS
field E: 28.57 kV/m
1 - sech(dn/ln): 0.9287
spin conductance GN: 1.330e+15 S/m2
spin conductance GF: 5.823e+13 S/m2
accumulation at interface: -6.117 ueV
mean accumulation in F: -5.653 ueV
kappa/sf: 0.1316 per eV
mean change of F conductivity, m=+1: -7.442e-07
coefficient g: -3.907e-13 S m/V
RESULTS
resistance R0: 142.86 ohm; linear voltage: 1.4286 V
quadratic voltage, m=+1: 0.4556 uV; m=-1: -0.4556 uV
dR/R0 for current sign +1, m=+1: 3.190e-07
dR/R0 for current sign -1, m=+1: -3.190e-07
dR/R0 for current sign +1, m=-1: -3.190e-07
dR/R0 for current sign -1, m=-1: 3.190e-07
R(+I)-R(-I), m=+1: 0.0911 mohm
ac, same peak: dc 0.2278 uV, cos(2wt) -0.2278 uV
NEGLECTED EFFECTS (rough sizes)
Nernst inputs: 0.3 uV/K, 30 W/m/K
temperature gradient in F: 0.204 K/um
anomalous Nernst voltage: 1.312 uV
heating across 100 nm oxide (1.4 W/m/K): 2.04 K
spin Hall angle 0.01 in F changes g by 26.1 %
interface 1 fohm m2 changes g by -5.3 %
inverse spin Hall feedback on V2: -0.60 %
mean free path up, down: 3.89, 0.83 nm
screening length in F: 0.044 nm
V2 if relaxation rate ~ density of states: 0.3038 uV
CHECKS (largest relative deviations)
g: 7.4e-06; accumulation: 7.4e-06; V2: 7.4e-06
kappa at 300 K: 1.7e-05
equal mobilities: g ratio 0.0e+00, accumulation ratio 1.003
```
